The Gaunt interaction is not purely a spin-spin coupling

**Definitions and conventions**

Atomic units are used: ħ = m = e = 1, and c is the speed of light. Each electron moves in a static, real, local potential V(r) without an external vector potential. Its Dirac equation is

hψ = Eψ, h = cα·p + βc² + V, p = −i∇.

E includes the rest energy. The matrices obey

β² = 1, βα_i = −α_iβ, α_iα_j = δ_ij + iε_ijk Σ_k,

where Σ contains the Pauli matrices σ in both diagonal blocks. Repeated indices are summed. The Gaunt operator for two electrons is

G = −α₁·α₂/r₁₂.

Since cα is the velocity operator of Dirac theory, G is the interaction of two currents, divided by c². For orbitals a and b the current density is

j_ab = cψ_a†αψ_b.

For two vector fields, or two scalar ones, let

I(f,g) = ∫∫ f(r₁)·g(r₂)/r₁₂ d³r₁ d³r₂.

**The belief and its appeal**

The belief is that G describes the coupling of two electron spins. It has a good argument on its side. In the standard representation α_i = γ₅Σ_i, where γ₅ exchanges the upper and lower pairs of components, so

α₁·α₂ = γ₅(1)γ₅(2) Σ₁·Σ₂.

This looks like a product of spins with some bookkeeping attached. There is also a case where the belief is correct to leading order: two 1s electrons, treated below.

The bookkeeping matters. The matrix γ₅ connects the upper components φ with the lower ones, and at low velocity the lower ones are χ ≈ σ·pφ/(2c). The current therefore contains the product

σ_i(σ·p) = p_i + iε_ijk p_jσ_k.

Its first term has no spin in it. Two Pauli matrices, one from α and one from the lower components, have multiplied to unity. The Gordon decomposition states this without a low-velocity approximation.

**Decomposing the current**

Multiply the Dirac equation for ψ_b by β/c² and solve for the rest-energy term. Do the same for a and take the adjoint:

ψ_b = (β/c²)(E_b − V − cα_jp_j)ψ_b,

ψ_a† = (1/c²)[(E_a − V)ψ_a† − c(p_jψ_a)†α_j]β.

Write the current as half of itself plus half of itself. Insert the first relation in one half and the second in the other:

cψ_a†α_iψ_b = (1/2c)[(E_b − V)ψ_a†α_iβψ_b + (E_a − V)ψ_a†βα_iψ_b]
 − ½[ψ_a†α_iβα_jp_jψ_b + (p_jψ_a)†α_jβα_iψ_b].

In the first bracket βα_i = −α_iβ, so V cancels and E_b − E_a remains. In the second, moving β to the left changes both signs:

½[ψ_a†βα_iα_jp_jψ_b + (p_jψ_a)†βα_jα_iψ_b].

Now use the product rule for the α matrices. The δ_ij parts give the convection current

j_conv = ½[ψ_a†βpψ_b + (pψ_a)†βψ_b].

The ε parts have opposite signs in the two terms, because i and j are interchanged:

(i/2)ε_ijk[ψ_a†βΣ_kp_jψ_b − (p_jψ_a)†βΣ_kψ_b].

With p_jψ_b = −i∂_jψ_b and (p_jψ_a)† = +i∂_jψ_a†, both terms acquire the factor +1 and combine into the derivative of a product:

j_spin = ½∇×M, M = ψ_a†βΣψ_b.

The complete result is

cψ_a†αψ_b = j_conv + j_spin + j_pol,

j_pol = (E_b − E_a)/(2c) ψ_a†αβψ_b.

The convection current is that of moving charge. The spin current is that of a magnetization, and it can circulate even where the convection current vanishes.

The third current, here called the polarization current, vanishes for equal energies. Otherwise its size follows from hydrogenic scaling with nuclear charge Z. Between different principal shells the energy gap is of order Z², and ψ_a†αβψ_b is of order Z/c times a density, so j_pol is of order Z³/c² times a density. The full current is of order Z times a density. The ratio is of order (Z/c)². Between fine-structure partners such as 2p1/2 and 2p3/2 the gap is only of order Z⁴/c², and the ratio is of order (Z/c)⁴. For the pair 1s–2p3/2 (1s with m = 1/2, 2p3/2 with m = 3/2) the ratio of the norm of j_pol to the norm of the full current, each taken as the square root of the integral of |j|² over all space, is 0.0273 % at Z = 5, 0.109 % at Z = 10 and 2.8 % at Z = 50. An estimate of the same ratio from a finite set of random points gives 0.0275 %, 0.110 % and 2.9 %. The pointwise ratio depends on direction and varies by about a factor of two, from 2.6 % to 5.6 % at Z = 50.

The decomposition is a statement about solutions, not an identity for the matrix α, which contains no momentum. With a nonlocal potential, such as Hartree-Fock exchange, (Vψ_a)† is not Vψ_a†, the cancellation of V fails, and a further term appears. An external vector potential would also have to be added to p.

**From currents to energies**

Take the determinant [a(1)b(2) − b(1)a(2)]/√2. Its two direct terms are equal, as are its two exchange terms, so the first-order Gaunt energy is

E_G = −(1/c²)[I(j_aa, j_bb) − I(j_ab, j_ba)].

For equal orbital energies every current here is j_conv + j_spin. For any two kinds of current X and Y define

W(X,Y) = −(1/c²)[I(X_aa,Y_bb) − I(X_ab,Y_ba)].

Multiplying out gives

E_G = CC + SC + SS,

CC = W(conv,conv),
SC = W(conv,spin) + W(spin,conv),
SS = W(spin,spin).

CC couples two orbital motions, SC couples the spin magnetization of one electron to the orbital motion of the other, and SS couples two magnetizations. If a and b have different energies, the exchange term also contains j_pol, and three pieces are no longer enough.

The SS part has the form expected of magnetic moments. Let A(r₁) = ∫M₂(r₂)/r₁₂ d³r₂. Integration by parts moves the curl off M₂, and ∇₂(1/r₁₂) = −∇₁(1/r₁₂) turns it into ∇×A. A second integration by parts gives

I(½∇×M₁, ½∇×M₂) = ¼∫M₁·∇×(∇×A) d³r = ¼∫M₁·[∇(∇·A) − ∇²A] d³r.

Here ∇²A = −4πM₂, and ∇·A is the potential of the density ∇·M₂. One more integration by parts yields

I(½∇×M₁, ½∇×M₂) = π∫M₁·M₂ d³r − ¼I(∇·M₁, ∇·M₂).

The first term is local. The second is the Coulomb-like interaction of magnetic charge densities.

**What the rest of the Breit operator changes**

The frequency-independent Breit operator is G plus

½[α₁·α₂/r₁₂ − (α₁·r₁₂)(α₂·r₁₂)/r₁₂³] = −½(α₁·∇₁)(α₂·∇₂)r₁₂.

The equality holds because ∂r₁₂/∂r₂ⱼ = −r₁₂ⱼ/r₁₂, and differentiating this with respect to r₁ᵢ gives −δ_ij/r₁₂ + r₁₂ᵢr₁₂ⱼ/r₁₂³. In a matrix element, two integrations by parts turn the extra term into

−(1/2c²)∫∫(∇·j₁)(∇·j₂)r₁₂ d³r₁ d³r₂.

A spin current is a curl and has no divergence, so this term leaves SC and SS unchanged. For the full current, cα·∇ = icα·p and the Dirac equation give

∇·j_ab = iψ_a†(E_b − V − βc²)ψ_b − iψ_a†(E_a − V − βc²)ψ_b = i(E_b − E_a)ψ_a†ψ_b.

For equal energies this vanishes. In the example below the Gaunt and Breit energies therefore coincide, and the split is not altered by using the fuller operator.

**A case with all three parts at the same order**

Put two electrons into hydrogen-like 2p3/2 orbitals of a point charge Z, with m = 3/2 (a) and m = 1/2 (b). This determinant has M = 2. Two equivalent j = 3/2 electrons can have only J = 0 or 2, so it is a pure J = 2 state. All orbital energies are equal.

First take the limit of small Z/c, where the lower components drop out of j_conv and M. The upper components have the angular parts

a: Y₁₁↑, b: √(2/3) Y₁₀↑ + √(1/3) Y₁₁↓,

and the radial function (Z⁵/24)^½ r e^(−Zr/2). With |Y₁₁|² = (3/8π)sin²θ, the density of a is

ρ = (Z⁵/64π) s² e^(−Zr), s = r sinθ.

The phase e^(iφ) gives a convection current ρ/s in the azimuthal direction. The magnetization is ρ along z, and the azimuthal component of half its curl is −½∂ρ/∂s. Using ∂r/∂s = s/r and x = Zr,

j_conv = (Z⁴/64π) x sinθ e^(−x),

j_spin = (Z⁴/64π)(−x sinθ + ½x² sin³θ) e^(−x).

In the equatorial plane their ratio j_spin/j_conv is x/2 − 1. For Z = 50 at r = 0.1 bohr, x = 5 and the ratio is 1.5. The relativistic orbital gives 1585/1013 = 1.56.

The other pairs of orbitals follow by rotational symmetry. Both kinds of current change sign under time reversal, so within the j = 3/2 level they contain only tensors of odd rank, 1 and 3. Both are also odd under inversion of r. Their Cartesian components then contain harmonics of odd degree L, and coupling L with a vector to rank k leaves L = k for k = 1 and 3. Accordingly, split

sin³θ = (4/5)sinθ + w₃, w₃ = sin³θ − (4/5)sinθ.

The Cartesian components of sinθ times the azimuthal unit vector are −y/r and x/r, of degree 1. Those of the w₃ field are −y and x times (x² + y² − 4z²)/(5r³), where x, y, z are coordinates for the moment. Their numerators are harmonic polynomials of degree 3.

By the Wigner-Eckart theorem, each rank contributes the value for two stretched orbitals times a number fixed by angular momentum. For rank 1 the tensor is J itself. In the J = 2 state

⟨J₁·J₂⟩ = ½[6 − 2(15/4)] = −3/4.

Two stretched orbitals give (3/2)² = 9/4, so the factor is −1/3.

For rank 3, the diagonal elements of T₀ for m = 3/2, 1/2, −1/2, −3/2 are proportional to 1, −3, 3, −1, the sequence orthogonal to 1, m and m². The elements of T₁ between neighbouring m are (u, v, u). Orthogonality to the elements (√3, 2, √3) of J₊ gives v = −√3u. Equal norms of T₀ and T₁ require 5u² = 20, so u² = 4. In the scalar product Σ_q(−1)^q T_q(1)T_−q(2) the direct term is −3. Since T₋₁ = −T₁†, the exchange integral is +4, and it is subtracted. The factor is −3 − 4 = −7.

It remains to integrate. Expand 1/r₁₂ in Legendre polynomials. Acting on a harmonic of degree L, the angular integral of P_L gives 4π/(2L + 1). The squared angular norms are

L = 1: 2π(4/3) = 8π/3,

L = 3: 2π[32/35 − (8/5)(16/15) + (16/25)(4/3)] = 64π/525.

The radial integrals are

K_L(p,q) = ∫∫ x₁^p x₂^q e^(−x₁−x₂) x_<^L/x_>^(L+1) dx₁dx₂,

where p and q include the volume factors x². Splitting the region at x₁ = x₂ gives

K_L(p,q) = T(p−L−1, q+L) + T(q−L−1, p+L),

T(n,l) = ∫₀^∞ dy y^l e^(−y) ∫_y^∞ dx x^n e^(−x) = Σ_{k=0}^{n} (n!/k!)(l+k)!/2^(l+k+1).

For example, T(1,4) = 24/32 + 120/64 = 21/8, so K₁(3,3) = 21/4. Likewise

K₁(3,4) = 147/8, K₁(4,4) = 555/8, K₃(4,4) = 315/8.

The prefactor of two currents is Z⁸/(4096π²), and the scaled double integral contributes Z⁻⁵, leaving Z³. With the minus sign of G and the factor −1/3, every rank-1 term has the coefficient

(1/3)(4π/3)(8π/3)/(4096π²) = 1/3456.

The rank-1 radial factors are x for convection and −x + (2/5)x² for spin, both times e^(−x). In units of Z³/c²,

CC = (21/4)/3456 = 7/4608,

SC = 2[−21/4 + (2/5)(147/8)]/3456 = 7/5760,

SS, rank 1 = [21/4 − (4/5)(147/8) + (4/25)(555/8)]/3456 = 11/23040.

The factor 2 in SC counts its two orders. The rank-3 spin current has the radial factor ½x²e^(−x), so

SS, rank 3 = 7(4π/7)(64π/525)(1/4)(315/8)/(4096π²) = 3/2560.

Hence SS = 11/23040 + 27/23040 = 19/11520, and

E_G = (35 + 28 + 38)/23040 × Z³/c² = (101/23040) Z³/c².

The shares are 34.7 % for CC, 27.7 % for SC and 37.6 % for SS. All three scale as Z³/c². The convection parts are therefore not a higher-order correction to a spin-spin interaction.

**The number at Z = 50**

With the Dirac orbitals themselves at Z = 50, the direct term is −18.25 millihartree and the exchange term, with its sign, is +47.75 millihartree. Their sum is 29.50 millihartree, or 0.803 eV. The same energy divides as follows:

CC = 10.12 millihartree (34.3 %)
SC = 8.15 millihartree (27.6 %)
SS = 11.23 millihartree (38.1 %)

These add to 29.50 millihartree. Someone who identified the Gaunt energy with SS would miss 18.27 millihartree, or 62 % of the total. SS itself consists of 20.16 millihartree from the local M₁·M₂ term and −8.93 millihartree from the divergence term.

The limiting formula gives 101 × 50³/(23040 × 137.036²) hartree = 29.18 millihartree, 1.1 % below the relativistic value. These are first-order energies in a hydrogenic model. Screening, correlation, nuclear size and quantum-electrodynamic corrections are left out, so they are not predictions for a measured level. The numerical check tests the decomposition point by point and compares the sum of the three energies with the one obtained directly from the α matrices.

**Where the belief is nearly right**

For 1s² in the limit of small Z/c, the spatial orbital is real and the same for both spins. The convection current vanishes: for equal spins the two terms of j_conv cancel, and for opposite spins the spin overlap is zero. Only SS is left.

With density ρ, the magnetizations are M_aa = ρ(0,0,1), M_bb = −M_aa and M_ab = ρ(1,−i,0). Thus M_aa·M_bb − M_ab·M_ba = −3ρ², and the local term contributes +(3π/c²)∫ρ² d³r.

For the divergence term let D = I(∂_zρ, ∂_zρ). By spherical symmetry D is one third of I(∇ρ,∇ρ), which equals 4π∫ρ² d³r after integration by parts. The direct and exchange parts combine to −3D = −4π∫ρ² d³r. Multiplied by 1/(4c²), this contributes −(π/c²)∫ρ² d³r. Since ρ = (Z³/π)e^(−2Zr) gives ∫ρ² d³r = Z³/(8π),

E_G = (2π/c²)∫ρ² d³r = Z³/(4c²).

An intuition formed on this shell would see spin-spin coupling and nothing else. It does not carry over to orbitals with l > 0, whose upper components can carry convection currents, as the 2p3/2 pair shows.

Even for 1s² the statement is limited to leading order. The lower components have p character and carry a convection current of relative order (Z/c)². At Z = 50 the total is 1735.3 millihartree, made of SS = 1879.5, SC = −147.7 and CC = 3.6 millihartree. The spin-spin part alone exceeds the total by 8.3 % of that total, because SC is negative here. The order estimate explains why CC, with two such currents, is much smaller than SC, with one; it does not determine the sign of SC.

The defensible statement is therefore narrower than the belief. The Gaunt operator couples currents. For two electrons in the same s orbital, as in 1s², those currents are, to leading order in Z/c, spin currents. This already fails for two different s orbitals of equal spin: with real spatial functions φ_a and φ_b the exchange term contains j_conv = −(i/2)(φ_a∇φ_b − φ_b∇φ_a), which does not vanish and is of order Z times a density, like the spin current. This current is purely radial, hence a gradient, and at this order its contribution to the Gaunt energy is cancelled by the rest of the Breit operator; the convection terms of the 2p3/2 pair, by contrast, survive in the full Breit energy. In general the currents also include the motion of charge.

Table of computed values

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 50
largest relative error of Gordon identity = 1.6e-12
Currents of 2p3/2 m=3/2 at x = 0.1 bohr, y = z = 0 (y component):
  convection current = 1013.31778 a.u.
  spin current = 1585.39350 a.u.
  c alpha current = 2598.71129 a.u.
Radial integrals of the nonrelativistic limit (dimensionless):
  K33 = 21/4, K34 = 147/8, K44 = 555/8 (rank 1)
  K44 = 315/8 (rank 3)
Nonrelativistic coefficients, (2p3/2)^2 J=2, unit Z^3/c^2:
  CC = 7/4608 = 0.00151910; numerical 0.00151910; share 34.65 %
  SC = 7/5760 = 0.00121528; numerical 0.00121528; share 27.72 %
  SS = 19/11520 = 0.00164931; numerical 0.00164931; share 37.62 %
  total = 101/23040 = 0.00438368; numerical 0.00438368; share 100.00 %
  SS rank 1 = 11/23040, SS rank 3 = 3/2560
Gaunt energy, (2p3/2)^2 J=2 M=2, Z = 50:
  direct = -18.25216 millihartree
  exchange = 47.75432 millihartree
  total = 29.50216 millihartree
  CC = 10.12106 millihartree; share 34.31 %
  SC = 8.15273 millihartree; share 27.63 %
  SS = 11.22837 millihartree; share 38.06 %
  total = 0.80279 eV
  relative error of CC + SC + SS against total = 3.1e-13
  SS, M1.M2 contact term = 20.15685 millihartree
  SS, divergence term = -8.92848 millihartree
Nonrelativistic formulas at Z = 50:
  CC = 10.11175 millihartree
  SC = 8.08940 millihartree
  SS = 10.97847 millihartree
  total = 29.17962 millihartree
Contrast, 1s^2:
  SS coefficient in the limit = 0.250000 Z^3/c^2
  total at Z = 50 = 1735.3365 millihartree
  CC at Z = 50 = 3.5570 millihartree; share 0.205 %
  SC at Z = 50 = -147.6714 millihartree; share -8.510 %
  SS at Z = 50 = 1879.4509 millihartree; share 108.305 %
Polarization current / full current, 1s-2p3/2 (rms over sample points):
  Z = 5: 0.0275 %
  Z = 10: 0.1100 %
  Z = 50: 2.8606 %
```
